# Internal Pressure of a 5 nm Oxide Grain from Surface Stress: test program

```python
"""
Result under test: a free elastic sphere of radius R with isotropic surface
stress f has uniform internal pressure P = 2 f / R (compression positive).
Also tested: mean pressure 2 f A / (3 V) for a body of area A and volume V,
and P = (2 f / R) * 3 K / (3 K + 4 Gm) for a sphere of bulk modulus K
bonded to an infinite matrix of shear modulus Gm.
Working units: nm and GPa, so that 1 N/m = 1 GPa nm and forces are in nN.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

diameter = 5.0          # nm
f = 1.0                 # N/m, surface stress
gamma = 1.5             # J/m^2, surface energy, deliberately unlike f
K, G = 200.0, 80.0      # GPa, round model moduli
R = diameter / 2
P = 2 * f / R

# Hemisphere: integrate the axial component of the pressure force.
axial_force = quad(lambda t: P * np.cos(t) * 2 * np.pi * R**2 * np.sin(t),
                   0, np.pi / 2)[0]
equator_pull = f * 2 * np.pi * R
assert abs(axial_force / equator_pull - 1) < 1e-10


def relaxed_sphere(surface_stress):
    """Minimize bulk plus surface energy; return radius and pressure."""
    V0 = 4 * np.pi * R**3 / 3
    A0 = 4 * np.pi * R**2

    def bulk_energy(V):
        return 0.5 * K * V0 * np.log(V / V0)**2

    def total_energy(r):
        # Surface energy is gamma*A0 at the start, with slope surface_stress.
        surface = gamma * A0 + surface_stress * (4 * np.pi * r**2 - A0)
        return bulk_energy(4 * np.pi * r**3 / 3) + surface

    best = minimize_scalar(total_energy, bounds=(0.98 * R, 1.02 * R),
                           method="bounded", options={"xatol": 1e-10})
    V = 4 * np.pi * best.x**3 / 3
    step = 1e-3
    pressure = -(bulk_energy(V + step) - bulk_energy(V - step)) / (2 * step)
    return best.x, pressure


R_relaxed, P_relaxed = relaxed_sphere(f)
R_negative, P_negative = relaxed_sphere(-f)
# Tolerance reflects the limited precision of locating a flat minimum.
assert abs(P_relaxed / (2 * f / R_relaxed) - 1) < 1e-4
assert abs(P_negative / (-2 * f / R_negative) - 1) < 1e-4
assert P_negative < 0 and R_negative > R
assert abs(P_relaxed / (2 * gamma / R) - 1) > 0.2
strain = R_relaxed / R - 1
assert abs(strain / (-P / (3 * K)) - 1) < 0.01


def radial_elements(nodes, n_grain, K_matrix, G_matrix):
    """Linear finite elements for radial displacement with surface stress."""
    n = len(nodes)
    stiffness = np.zeros((n, n))
    moduli = []
    for i in range(n - 1):
        k, g = (K, G) if i < n_grain else (K_matrix, G_matrix)
        lam = k - 2 * g / 3
        moduli.append((lam, g))
        D = np.array([[lam + 2 * g, 2 * lam], [2 * lam, 4 * lam + 4 * g]])
        a, b = nodes[i], nodes[i + 1]
        h = b - a
        for xi in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            r = (a + b) / 2 + xi * h / 2
            B = np.array([[-1 / h, 1 / h],
                          [(b - r) / (h * r), (r - a) / (h * r)]])
            stiffness[i:i + 2, i:i + 2] += h / 2 * r**2 * B.T @ D @ B
    load = np.zeros(n)
    load[n_grain] = -2 * f * R      # derivative of surface energy / (4 pi)
    u = np.zeros(n)
    u[1:] = np.linalg.solve(stiffness[1:, 1:], load[1:])
    middle = (nodes[1:] + nodes[:-1]) / 2
    e_r = np.diff(u) / np.diff(nodes)
    e_t = (u[1:] + u[:-1]) / (2 * middle)
    lam, g = np.array(moduli).T
    trace = e_r + 2 * e_t
    return lam * trace + 2 * g * e_r, lam * trace + 2 * g * e_t


n_grain = 40
grain_nodes = np.linspace(0, R, n_grain + 1)
s_r, s_t = radial_elements(grain_nodes, n_grain, K, G)
assert np.allclose(s_r, -P, rtol=1e-8)
assert np.allclose(s_t, -P, rtol=1e-8)


def bonded_pressure(G_matrix):
    return P * 3 * K / (3 * K + 4 * G_matrix)


all_nodes = np.concatenate([grain_nodes, np.geomspace(R, 40 * R, 601)[1:]])
for K_m, G_m in ((100.0, 40.0), (K, G)):
    s_r, s_t = radial_elements(all_nodes, n_grain, K_m, G_m)
    # Tolerances cover the finite mesh and the finite outer radius.
    assert np.allclose(s_r[:n_grain], -bonded_pressure(G_m), rtol=5e-4)
    assert np.allclose(s_t[:n_grain], -bonded_pressure(G_m), rtol=5e-4)
    # First matrix stress is sampled slightly outside the interface.
    assert abs(s_r[n_grain] / (P - bonded_pressure(G_m)) - 1) < 0.03
P_bonded = bonded_pressure(G)
matrix_tension = P - P_bonded

# Prolate spheroid, aspect ratio 2, with the same volume as the sphere.
aspect = 2.0
a = R / aspect**(1 / 3)
c = aspect * a
volume = 4 * np.pi * a**2 * c / 3


def width(t):
    return np.sqrt(a**2 * np.cos(t)**2 + c**2 * np.sin(t)**2)


def area_element(t):
    return 2 * np.pi * a * np.sin(t) * width(t)


def traction_moment(t):
    w = width(t)
    curvature = a * c / w**3 + c / (a * w)
    return f * curvature * (a * c / w) * area_element(t)


area = quad(area_element, 0, np.pi)[0]
P_from_traction = quad(traction_moment, 0, np.pi)[0] / (3 * volume)
P_spheroid = 2 * f * area / (3 * volume)
assert abs(P_from_traction / P_spheroid - 1) < 1e-8
assert P_spheroid > P

print(f"Grain diameter: {diameter:.1f} nm")
print(f"Grain radius: {R:.1f} nm")
print(f"Surface stress: {f:.1f} N/m")
print(f"Model bulk modulus: {K:.0f} GPa")
print(f"Model shear modulus: {G:.0f} GPa")
print(f"Equatorial pull: {equator_pull:.2f} nN")
print(f"Equatorial disc area: {np.pi * R**2:.2f} nm^2")
print(f"Internal pressure, free grain: {P:.3f} GPa")
print(f"Same pressure: {P * 1e9 / constants.atm:.0f} atm")
print(f"Pressure if 5 nm is the radius: {2 * f / diameter:.3f} GPa")
print(f"Relaxed radius: {R_relaxed:.4f} nm")
print(f"Pressure at relaxed radius: {P_relaxed:.4f} GPa")
print(f"Radial strain from minimization: {100 * strain:.3f} %")
print(f"Radial strain -P/(3K): {-100 * P / (3 * K):.3f} %")
print(f"Volume strain -P/K: {-100 * P / K:.2f} %")
print(f"Pressure for f = -1 N/m, relaxed: {P_negative:.4f} GPa")
print(f"Surface energy in contrast case: {gamma:.1f} J/m^2")
print(f"Wrong estimate 2*gamma/R: {2 * gamma / R:.3f} GPa")
print(f"Spheroid aspect ratio: {aspect:.1f} (no unit)")
print(f"Spheroid area / sphere area: {area / (4*np.pi*R**2):.4f} (no unit)")
print(f"Mean pressure, equal-volume spheroid: {P_spheroid:.3f} GPa")
print(f"Bonded/free pressure ratio: {P_bonded / P:.3f} (no unit)")
print(f"Pressure in bonded grain: {P_bonded:.3f} GPa")
print(f"Radial tension in matrix at interface: {matrix_tension:.3f} GPa")
for size in (3.0, 10.0, 20.0):
    print(f"Free-grain pressure at diameter {size:.0f} nm: "
          f"{4 * f / size:.3f} GPa")
print("all assertions hold")
```

Running it gives:

```
Grain diameter: 5.0 nm
Grain radius: 2.5 nm
Surface stress: 1.0 N/m
Model bulk modulus: 200 GPa
Model shear modulus: 80 GPa
Equatorial pull: 15.71 nN
Equatorial disc area: 19.63 nm^2
Internal pressure, free grain: 0.800 GPa
Same pressure: 7895 atm
Pressure if 5 nm is the radius: 0.400 GPa
Relaxed radius: 2.4967 nm
Pressure at relaxed radius: 0.8011 GPa
Radial strain from minimization: -0.133 %
Radial strain -P/(3K): -0.133 %
Volume strain -P/K: -0.40 %
Pressure for f = -1 N/m, relaxed: -0.7989 GPa
Surface energy in contrast case: 1.5 J/m^2
Wrong estimate 2*gamma/R: 1.200 GPa
Spheroid aspect ratio: 2.0 (no unit)
Spheroid area / sphere area: 1.0767 (no unit)
Mean pressure, equal-volume spheroid: 0.861 GPa
Bonded/free pressure ratio: 0.652 (no unit)
Pressure in bonded grain: 0.522 GPa
Radial tension in matrix at interface: 0.278 GPa
Free-grain pressure at diameter 3 nm: 1.333 GPa
Free-grain pressure at diameter 10 nm: 0.400 GPa
Free-grain pressure at diameter 20 nm: 0.200 GPa
all assertions hold
```
